# Electron mobility anisotropy in a four-valley (110) silicon channel

## Problem

A thin silicon film has its surface normal along [110]. Current can flow in the plane of the film along [001] or along [1-10]. The conduction band has six valleys, two on each cubic axis. Each is a parabolic ellipsoid with mass $m_l$ along its own axis and $m_t$ across it.

(a) Find the confinement mass of each valley and decide which valleys lie lowest.

(b) Find the in-plane masses of the four valleys with the heavier confinement mass.

(c) Only these four valleys are occupied. The scattering time is isotropic: it is the same for both transport directions and depends at most on energy. Find the ratio of the mobility along [001] to that along [1-10].

(d) Evaluate the result for a double-gate film of thickness $t=5.0$ nm at 77 K, with $10^{12}$ electrons per cm² and a constant scattering time $\tau=0.20$ ps. Use the rough silicon masses $m_l=0.92$ and $m_t=0.19$.

(e) Estimate how far the ratio moves when the other two valleys are occupied and when the bands are not parabolic, at 77 K and at 300 K.

Masses are in units of the free-electron mass $m_0$, except where $m_0$ is written out.

## Solution

### (a) Confinement masses

Take the orthogonal unit vectors

$$\hat n=\tfrac{1}{\sqrt2}(1,1,0),\qquad \hat u=\tfrac{1}{\sqrt2}(1,-1,0),\qquad \hat z=(0,0,1).$$

Here $\hat n$ is the film normal, $\hat u$ is the in-plane direction [1-10], and $\hat z$ is [001]. With the wave vector $\mathbf k$ measured from the valley minimum, the energy of one valley is

$$E=\frac{\hbar^2}{2m_0}\,\mathbf k\cdot W\mathbf k ,$$

where $W$ is the inverse-mass tensor. For the valleys on the [100] axis, $W$ is diagonal in the cubic axes with entries $1/m_l,\,1/m_t,\,1/m_t$. Its elements in the film axes follow from $W_{ab}=\hat a\cdot W\hat b$:

$$W_{nn}=W_{uu}=\frac12\left(\frac1{m_l}+\frac1{m_t}\right),\qquad W_{un}=\frac12\left(\frac1{m_l}-\frac1{m_t}\right),$$

$$W_{zz}=\frac1{m_t},\qquad W_{zn}=W_{uz}=0 .$$

For the [010] valleys the first two diagonal entries of $W$ change places. This reverses the sign of $W_{un}$ and leaves the other elements alone.

The film restricts motion along $n$, so at the bottom of a subband the kinetic energy contains $W_{nn}$. The confinement mass of these four valleys is

$$m_n=\frac1{W_{nn}}=\frac{2m_lm_t}{m_l+m_t}.$$

For the two [001] valleys the normal is perpendicular to the long axis, so $m_n=m_t$. Since $m_l>m_t$, the factor $2m_l/(m_l+m_t)$ exceeds one, and the group of four has the heavier confinement mass. In a hard-wall film the lowest level is

$$E_1=\frac{\hbar^2\pi^2}{2m_0m_nt^2},$$

so within the parabolic model the heavier mass gives the lower level. The four valleys are the ones that fill first.

### (b) In-plane masses

It is tempting to read the inverse mass along [1-10] directly from $W_{uu}$. That would be right for an electron free to move along $n$ as well. Here that motion is quantized, and the cross term $W_{un}$ must be dealt with first.

Let $V(n)$ be the confining potential and $k_n=-i\,d/dn$. The in-plane components $k_u$ and $k_z$ are ordinary numbers. The Hamiltonian is

$$H=\frac{\hbar^2}{2m_0}\left[W_{nn}k_n^2+2W_{un}k_uk_n+W_{uu}k_u^2+W_{zz}k_z^2\right]+V(n).$$

Completing the square in $k_n$ gives

$$H=\frac{\hbar^2}{2m_0}\left[W_{nn}(k_n+sk_u)^2+\left(W_{uu}-\frac{W_{un}^2}{W_{nn}}\right)k_u^2+W_{zz}k_z^2\right]+V(n),\qquad s=\frac{W_{un}}{W_{nn}}.$$

Now write the wave function as $\psi(n)=e^{-isk_un}\chi(n)$. Differentiation gives

$$(k_n+sk_u)\psi=e^{-isk_un}\left(-sk_u+k_n+sk_u\right)\chi=e^{-isk_un}k_n\chi .$$

The phase factor thus removes the shift. It commutes with $V(n)$, and $\chi$ vanishes wherever $\psi$ does, so the boundary conditions at hard walls are unchanged. The function $\chi$ obeys a one-dimensional equation with mass $m_n$ that does not contain $k_u$ or $k_z$. If its levels are $E_j$, the subbands are

$$E=E_j+\frac{\hbar^2}{2m_0}\left(\frac{k_u^2}{m_u}+\frac{k_z^2}{m_z}\right),$$

with $m_z=1/W_{zz}=m_t$ and

$$\frac1{m_u}=W_{uu}-\frac{W_{un}^2}{W_{nn}}.$$

To evaluate this, set $a=1/m_l$ and $b=1/m_t$:

$$\frac1{m_u}=\frac{(a+b)^2-(a-b)^2}{2(a+b)}=\frac{2ab}{a+b}=\frac{2}{1/a+1/b}=\frac2{m_l+m_t}.$$

Therefore

$$m_{[001]}=m_t,\qquad m_{[1\text{-}10]}=\frac{m_l+m_t}{2}.$$

$W_{un}$ enters squared, so its sign is irrelevant and all four valleys have the same in-plane masses. The shape of $V(n)$ has dropped out as well.

There is a classical reading of the second mass. An electron pushed along $\hat u$ but held to zero average velocity along $n$ responds with the $uu$ element of the mass tensor $W^{-1}$. That element is the average of $m_l$ and $m_t$, because $\hat u$ lies halfway between the long axis and a short axis. The element $W_{uu}$ describes the other situation, in which the electron may drift sideways along $n$ and so appears lighter.

These masses were also obtained numerically, by diagonalizing $H$ for a 5 nm film and taking finite differences of the lowest level. In a flat well and in a well tilted by 0.03 eV/nm, the inverse masses agreed with the formulas to within two parts in ten thousand.

### (c) The mobility ratio

Let a weak electric field $F$ act along direction $i$, which is $u$ or $z$. An electron has charge $-e$, so $\hbar\,dk_i/dt=-eF$. In the steady state the drift of the distribution $f=f_0+\delta f$ balances its relaxation:

$$-\frac{eF}{\hbar}\frac{\partial f_0}{\partial k_i}=-\frac{\delta f}{\tau(E)} .$$

Since $\partial f_0/\partial k_i=\hbar v_i\,\partial f_0/\partial E$, with $v_i$ the group velocity,

$$\delta f=eF\tau v_i\frac{\partial f_0}{\partial E}.$$

The mean velocity is $\sum v_i\,\delta f/\sum f_0$. It is opposite to the field, as it should be for electrons. The mobility is its magnitude divided by $F$:

$$\mu_i=e\,\frac{\sum_{\mathbf k}\tau(E)\,v_i^2\,(-\partial f_0/\partial E)}{\sum_{\mathbf k}f_0}.$$

Measure $E$ from the subband edge and rescale the wave vector by $k_i=\sqrt{m_i}\,q_i$. Then

$$E=\frac{\hbar^2(q_u^2+q_z^2)}{2m_0},\qquad v_i=\frac{\hbar k_i}{m_0m_i}=\frac{\hbar q_i}{m_0\sqrt{m_i}} .$$

Curves of constant energy are circles in $q$. On such a circle the average of $q_i^2$ is half of $q^2$, so the average of $v_i^2$ is

$$\frac{\hbar^2q^2}{2m_0^2m_i}=\frac{E}{m_0m_i}.$$

The two-dimensional density of states is constant within a subband, so the sums become energy integrals:

$$\mu_i=\frac{e\langle\tau\rangle}{m_0m_i},\qquad \langle\tau\rangle=\frac{\int_0^\infty\tau(E)\,E\,(-\partial f_0/\partial E)\,dE}{\int_0^\infty f_0\,dE}.$$

For constant $\tau$, integration by parts turns the numerator into $\tau\int f_0\,dE$, and $\langle\tau\rangle=\tau$. In every case $\langle\tau\rangle$ is the same for both directions and cancels in the ratio:

$$\boxed{\frac{\mu_{[001]}}{\mu_{[1\text{-}10]}}=\frac{m_{[1\text{-}10]}}{m_{[001]}}=\frac{m_l+m_t}{2m_t}}$$

The result holds for any density and temperature that leave the two [001] valleys empty. Higher subbands of the four valleys do not alter it, since they have the same masses. For $m_l=m_t$ the ratio is one, as an isotropic band requires. For $m_l\gg m_t$ it tends to $m_l/2m_t$, half of the bare mass ratio, because [1-10] makes an angle of 45° with the long axes.

### (d) Numbers for the 5 nm film

Here and in part (e), results are computed from unrounded intermediate values, so the last digit can differ from that of the rounded numbers shown.

The confinement mass of the four valleys is

$$m_n=\frac{2(0.92)(0.19)}{1.11}=0.315,$$

against 0.190 for the [001] valleys. With $\hbar^2\pi^2/2m_0t^2=15.0$ meV, the lowest levels are

$$\frac{15.0}{0.315}\approx47.8\ \text{meV},\qquad \frac{15.0}{0.190}\approx79.2\ \text{meV}.$$

The splitting is 31.4 meV, nearly five times the thermal energy of 6.64 meV at 77 K.

The in-plane masses are 0.190 along [001] and $(0.92+0.19)/2=0.555$ along [1-10]. Since $e\tau/m_0=352$ cm²/Vs for $\tau=0.20$ ps,

$$\mu_{[001]}=\frac{352}{0.190}\approx1851\ \text{cm}^2/\text{Vs},\qquad \mu_{[1\text{-}10]}=\frac{352}{0.555}\approx634\ \text{cm}^2/\text{Vs}.$$

The ratio is $1.11/0.38=2.92$. Using $W_{uu}$ without the correction for confinement would have given 1.66. The mobilities themselves scale with the chosen $\tau$; the ratio does not.

### (e) What the ideal ratio leaves out

**Electrons in the [001] valleys.** These valleys have $m_l$ along [001] and $m_t$ along [1-10], so their anisotropy is opposite to that of the other four. Let $p$ be the fraction of electrons in them, and take the same constant $\tau$ in all valleys. Adding the conductivities gives

$$\frac{\mu_{[001]}}{\mu_{[1\text{-}10]}}=\frac{(1-p)/m_t+p/m_l}{2(1-p)/(m_l+m_t)+p/m_t}.$$

To find $p$, count states. The ellipse of energy $E$ has area $2\pi m_0\sqrt{m_um_z}\,E/\hbar^2$ in $\mathbf k$ space. With two spins and a factor $1/4\pi^2$, each valley has $m_0\sqrt{m_um_z}/\pi\hbar^2$ states per unit energy and area. When the Fermi level is well below both edges, Boltzmann factors may be used, and for a splitting $\Delta$

$$\frac{p}{1-p}\approx\frac{2\sqrt{m_lm_t}}{4\sqrt{m_t(m_l+m_t)/2}}\,e^{-\Delta/k_BT}=0.64\,e^{-\Delta/k_BT}.$$

At 300 K the thermal energy is 25.85 meV, and this gives $p\approx16\,\%$. Fermi statistics give 16.3 % at 300 K and 0.6 % at 77 K. The warm case then yields

$$\frac{0.837/0.19+0.163/0.92}{0.837/0.555+0.163/0.19}=\frac{4.58}{2.37}\approx1.94 .$$

At 77 K the ratio is 2.87, close to the ideal value. The warm ratio falls so far because the few electrons in the [001] valleys carry current along [1-10] with the light mass. Setting the mixed ratio equal to one gives $p=m_l/(2m_l+m_t)\approx45\,\%$, the share at which the anisotropy would vanish.

The electrostatic potential of the channel charge, taken as a sine-squared distribution between symmetric gates, leaves the splitting at 31.4 meV to the digits given. To first order this is expected: both families have the same sine-shaped wave function in the flat well, so the potential shifts both levels equally.

**Nonparabolic bands.** The two lowest conduction bands of silicon meet at the X point, and their coupling bends the valleys. A two-band model describes this. For a valley on axis $a$ with transverse axes $b$ and $c$, and with $k_a$ now measured from the X point, the lower band is

$$E=\frac{\hbar^2k_a^2}{2m_0m_l}+\frac{\hbar^2(k_b^2+k_c^2)}{2m_0m_t}-\sqrt{\left(\frac{\hbar^2k_0k_a}{m_0m_l}\right)^2+\left(\frac{\hbar^2k_bk_c}{m_0M}\right)^2}.$$

The model's inputs are $k_0=1.736$ nm⁻¹, the distance of the minimum from X, and the coupling mass $M=0.235$, estimated from $1/M=1/m_t-1$.

For the [001] valleys at $k_u=0$, the product $k_xk_y$ equals $k_n^2/2$, which is $\pi^2/2t^2$ in the lowest sine state. Define

$$C=\frac{\hbar^2\pi^2}{2m_0Mt^2}=\frac{15.0}{0.235}\approx64\ \text{meV},\qquad G=\frac{\hbar^2k_0^2}{m_0m_l}\approx250\ \text{meV}.$$

With $x=k_z^2/k_0^2$, the part of the energy that depends on $k_z$ is $Gx/2-\sqrt{G^2x+C^2}$. Its derivative vanishes when the root equals $G$, so $x=1-C^2/G^2$, provided $C<G$. The minimum is

$$\frac G2-\frac{C^2}{2G}-G=-\frac G2-\frac{C^2}{2G}.$$

The term $-G/2$ is the valley bottom without confinement. The coupling therefore lowers the [001] level by $C^2/2G\approx8.2$ meV. The lowest level of the other four valleys lies at $k_z=0$, where their coupling, proportional to $k_z$, vanishes, so it does not move. The splitting is reduced from 31.4 to 23.2 meV.

Making the film thinner does not restore the ideal case. The parabolic splitting grows as $1/t^2$, but the lowering grows as $1/t^4$. With $y=(5\ \text{nm}/t)^2$ the splitting in meV is $31.4y-8.2y^2$. Its maximum is $31.4^2/(4\times8.2)\approx30$ meV, near $t=3.6$ nm, where $C<G$ still holds. For thinner films the splitting falls again and vanishes at $y=31.4/8.2\approx3.8$, or $t\approx2.6$ nm. Below that thickness the model puts the [001] valleys lowest and the ordering of part (a) is reversed, although hard walls are a poor description of so thin a film. In this hard-wall model, thinning an unstrained film thus cannot raise the splitting far above the room-temperature thermal energy.

The coupling also changes the masses of the four valleys. For a [100] valley it is proportional to $k_yk_z$, and expanding the root for small $k_z$ gives a negative energy proportional to $k_y^2k_z^2$. Confinement makes $k_y^2$ nonzero on average, so the band is flattened along [001]. At $k_z=0$ the coupling vanishes, and the mass along [1-10] keeps its value. Diagonalizing the two-band film gives 0.222 along [001] and 0.555 along [1-10], hence a four-valley ratio of 2.51 at 5 nm. At 10 nm it is 2.79, nearer the parabolic value, but the splitting there is only 7.3 meV.

The masses of the [001] valleys change too. For nonzero $k_u$ the product $k_xk_y$ is $(k_n^2-k_u^2)/2$, so $C$ in the root is replaced by $C-\hbar^2k_u^2/2m_0M$. Expanding the root about the minimum, where it equals $G$, adds $(C/G)\,\hbar^2k_u^2/2m_0M$ to the energy. The inverse mass along [1-10] becomes

$$\frac1{m_t}+\frac{C}{GM}\approx5.26+1.09=6.35,$$

so this mass drops from 0.19 to about 0.157. The second derivative in $k_z$ at the minimum gives a mass $m_l/(1-C^2/G^2)\approx0.98$ along [001]. Both changes strengthen the opposite anisotropy of these valleys.

With both effects together, the 5 nm film has 1.9 % of its electrons in the [001] valleys at 77 K and a ratio of 2.36, which is 19 % below the ideal 2.92. At 300 K the share is 18.9 % and the ratio is 1.45, half the ideal value. These figures use the lowest subband of each family, with its masses taken at the subband edge, and equal constant $\tau$ in all valleys. Integrating over the full two-band dispersion instead, with the higher subbands included, lowers the ratio by less than 0.01 at 77 K and by about 0.015 at 300 K. The estimated coupling mass matters more: a value of $M$ larger by 5 % raises the ratio by about 0.05 at 77 K and 0.04 at 300 K. Since $M$ is only an estimate and can be off by that much, the second decimal of these two ratios is not fixed.

**Relation to real devices.** Fins etched along [1-10] on an ordinary (001) wafer have (110) side walls, and their current flows in the slow direction of this problem. A width of 5 nm is at the thin end of such structures. A density of $10^{12}$ cm⁻² is low for a transistor that is fully on, where roughly $10^{13}$ cm⁻² is typical. At that density, with the two-band masses, the four valleys alone would fill to about 17 meV above their edge at low temperature. This is within about one thermal energy at 77 K of the 23.2 meV splitting, so the [001] valleys would matter even at 77 K. Of the effects sized here, their occupation at room temperature moves the ratio most. Real scattering, for instance from rough walls, can also depend on direction and on valley. That effect, strain, and penetration of the wave function into the walls are not included. The value 2.92 is therefore the limit of parabolic bands, four occupied valleys and isotropic scattering, and not a prediction for a room-temperature transistor. The main values are in the numerical output below.

## Values computed for the example and the checks

```
INPUTS
longitudinal mass ml: 0.92 m0
transverse mass mt: 0.19 m0
film thickness: 5.0 nm
electron density: 1.0e+12 cm^-2
scattering time: 0.20 ps
lattice constant: 0.543 nm
relative permittivity: 11.7
valley minimum from X point: 1.736 1/nm
two-band coupling mass M: 0.235 m0
IDEAL FOUR-VALLEY RESULT
confinement mass, four valleys: 0.315 m0
confinement mass, two [001] valleys: 0.190 m0
lowest level, four valleys: 47.8 meV
lowest level, two [001] valleys: 79.2 meV
in-plane mass along [001]: 0.190 m0
in-plane mass along [1-10]: 0.555 m0
mobility along [001]: 1851 cm^2/Vs
mobility along [1-10]: 634 cm^2/Vs
mobility ratio [001]/[1-10]: 2.921
wrong ratio if W_uu is used unreduced: 1.658
NEGLECTED EFFECTS, PARABOLIC BANDS
valley splitting, flat well: 31.4 meV
valley splitting with channel charge: 31.4 meV
thermal energy at 77 K: 6.64 meV
Fermi level minus lowest edge at 77 K: -7.6 meV
share in [001] valleys at 77 K: 0.6 %
mobility ratio at 77 K: 2.87
thermal energy at 300 K: 25.85 meV
Fermi level minus lowest edge at 300 K: -72.1 meV
share in [001] valleys at 300 K: 16.3 %
mobility ratio at 300 K: 1.94
NEGLECTED EFFECTS, TWO-BAND MODEL
valley splitting, 5 nm: 23.2 meV
four-valley mass along [001], 5 nm: 0.222 m0
four-valley mass along [1-10], 5 nm: 0.555 m0
four-valley ratio, 5 nm: 2.51
valley splitting, 10 nm: 7.3 meV
four-valley ratio, 10 nm: 2.79
share in [001] valleys, 5 nm, 77 K: 1.9 %
ratio with all valleys, 5 nm, 77 K: 2.36
share in [001] valleys, 5 nm, 300 K: 18.9 %
ratio with all valleys, 5 nm, 300 K: 1.45
```
